# Reaction enthalpy from a tenfold rise in a deposition equilibrium constant

## Problem

A solid film is deposited from a gas by a chemical reaction. The equilibrium constant $K$ of the reaction, written in the direction that forms the solid, is ten times larger at $T_2=1100$ K than at $T_1=1000$ K. The standard reaction enthalpy $\Delta H$ may be taken as constant between these temperatures. Find $\Delta H$ from the van 't Hoff equation

$$
\frac{d\ln K}{dT}=\frac{\Delta H}{RT^2},
$$

where $R$ is the gas constant, and say whether deposition absorbs or releases heat.

Here $K$ is dimensionless: each gas enters through its partial pressure divided by the standard pressure $p^\circ=1$ bar, and the pure solid enters with activity 1. The gases are taken as ideal. Molar energies in kJ/mol and temperatures in kelvin are the natural units.

## A tempting solution, which is wrong

The equation contains the slope of $\ln K$, and the data seem to supply it:

$$
\frac{d\ln K}{dT}\approx\frac{\ln K(T_2)-\ln K(T_1)}{T_2-T_1}=\frac{\ln 10}{100\ \mathrm{K}} .
$$

Solving the van 't Hoff equation for the enthalpy and inserting the starting temperature gives

$$
\Delta H\approx \frac{RT_1^2\ln 10}{T_2-T_1}=191.45\ \mathrm{kJ/mol}.
$$

The sign and the order of magnitude are right, but the value is not.

## Where the fault lies

The quotient $\ln 10/(100\ \mathrm{K})$ is the mean slope over the whole interval. The solution equates it to the slope at the lower end. For constant positive $\Delta H$ the slope is $\Delta H/(RT^2)$, which falls as $T$ rises, so the slope at $T_1$ is larger than the mean. Putting the smaller mean slope in its place makes $\Delta H$ too small.

The same argument at the upper end errs the other way. The slope at $T_2$ is smaller than the mean, and using $T_2^2$ gives 231.65 kJ/mol, which is too large. One set of data has thus produced two different values for a quantity that was assumed constant. The cure is to integrate the equation over the interval instead of applying it at one point.

## Why the van 't Hoff equation holds

**Equilibrium.** Let $\nu_i$ be the stoichiometric coefficient of substance $i$, positive for products and negative for reactants. When the reaction advances by $d\xi$, the amounts change by $dn_i=\nu_i\,d\xi$. At fixed temperature and pressure the Gibbs energy then changes by

$$
dG=\sum_i\mu_i\,dn_i=\Big(\sum_i\nu_i\mu_i\Big)d\xi ,
$$

where $\mu_i$ is the chemical potential. At equilibrium $G$ is at its minimum, so the bracket vanishes.

For an ideal gas $\mu_i=\mu_i^\circ+RT\ln(p_i/p^\circ)$. For the pure solid $\mu_i=\mu_i^\circ$, if the slight effect of pressure on a condensed phase is neglected. Inserting these expressions gives

$$
0=\sum_i\nu_i\mu_i^\circ+RT\sum_{\rm gases}\nu_i\ln\frac{p_i}{p^\circ}.
$$

The first sum is the standard reaction Gibbs energy $\Delta G^\circ$. The second sum is the logarithm of the product of all $(p_i/p^\circ)^{\nu_i}$, and that product is $K$. Therefore

$$
\Delta G^\circ=-RT\ln K .
$$

**Temperature dependence.** At fixed pressure the chemical potential of a pure substance changes with temperature as $d\mu_i^\circ/dT=-s_i^\circ$, where $s_i^\circ$ is its molar entropy. Weighting with $\nu_i$ and summing gives $d\Delta G^\circ/dT=-\Delta S$, where $\Delta S$ is the standard reaction entropy. The quotient rule and $\Delta G^\circ=\Delta H-T\Delta S$ then yield

$$
\frac{d}{dT}\left(\frac{\Delta G^\circ}{T}\right)
=-\frac{\Delta S}{T}-\frac{\Delta H-T\Delta S}{T^2}
=-\frac{\Delta H}{T^2}.
$$

The two entropy terms cancel. Since $\ln K=-\Delta G^\circ/(RT)$, division by $-R$ gives the van 't Hoff equation. Nothing in this derivation required $\Delta H$ to be constant; that assumption enters when the equation is integrated.

## The right solution

With $\Delta H$ constant, it can be taken out of the integral:

$$
\ln\frac{K(T_2)}{K(T_1)}
=\frac{\Delta H}{R}\int_{T_1}^{T_2}\frac{dT}{T^2}
=\frac{\Delta H}{R}\left[-\frac1T\right]_{T_1}^{T_2}
=\frac{\Delta H}{R}\left(\frac1{T_1}-\frac1{T_2}\right).
$$

The bracket equals $(T_2-T_1)/(T_1T_2)$. Solving for the enthalpy,

$$
\Delta H=R\,\frac{T_1T_2}{T_2-T_1}\,\ln\frac{K(T_2)}{K(T_1)} .
$$

The temperature factor is

$$
\frac{T_1T_2}{T_2-T_1}=\frac{1000\times1100}{100}\ \mathrm{K}=11000\ \mathrm{K},
$$

and hence

$$
\Delta H=8.314463\ \mathrm{\frac{J}{mol\,K}}\times11000\ \mathrm{K}\times2.302585
=210.59\ \mathrm{kJ/mol}.
$$

The reaction enthalpy is about **+211 kJ/mol**, or 2.18 eV per reaction event. It is positive, so deposition absorbs heat: it is endothermic.

The logarithm is the natural one, because it came from integrating $dK/K$. A base-10 logarithm would give 1 in place of 2.302585 and an enthalpy too small by that factor.

"Per mole" means per mole of the reaction as written. If all coefficients are doubled, every factor in $K$ is squared. The ratio becomes 100, its logarithm doubles, and so does $\Delta H$. The heat absorbed per mole of deposited solid is unchanged, since the doubled reaction also deposits twice as much solid. If the reaction is written backwards, as etching of the solid, $K$ is inverted and $\Delta H$ changes sign.

## How the wrong answers relate to the right one

The shortcuts replace the product $T_1T_2$ by $T_1^2$ or $T_2^2$. Relative to the right value, they are therefore wrong by the factors $T_1/T_2=10/11$ and $T_2/T_1=11/10$: one is about 9% low, the other 10% high. Putting the low value back into the integrated equation gives a rise by $10^{10/11}$, which falls short of the stated tenfold rise.

The square of the mean temperature $T_m=(T_1+T_2)/2$ does much better, because

$$
T_m^2-T_1T_2=\frac{(T_1+T_2)^2-4T_1T_2}{4}=\frac{(T_2-T_1)^2}{4}.
$$

Its relative error is $(T_2-T_1)^2/(4T_1T_2)$, about 0.2% here. The end-point shortcuts have errors of first order in the width of the interval, while the midpoint has an error of second order. As the interval shrinks, all three approach the right value.

The falling slope also shows inside the interval. The share of the logarithmic rise that belongs to the lower half, from 1000 to 1050 K, is

$$
\frac{1/T_1-1/T_m}{1/T_1-1/T_2}
=\frac{50/(1000\times1050)}{100/(1000\times1100)}
=\frac{11}{21}.
$$

The lower half therefore multiplies $K$ by $10^{11/21}=3.34$ and the upper half by $10^{10/21}=2.99$. Their product is ten, but the factors are unequal. For the same reason, "tenfold per 100 K" is not a rule that can be carried upwards. If $\Delta H$ stayed constant up to 1200 K, the next 100 K would bring a factor of $10^{5/6}$, about 6.8, since the difference of inverse temperatures is smaller by $T_1/(1200\ \mathrm{K})=5/6$.

## What the rise means for a deposit

The ratio of two equilibrium constants fixes $\Delta H$, but not the size of $K$. To see what a tenfold rise does to the amount of solid, take the model reaction

$$
\mathrm{AX_2(g)+H_2(g)\rightleftharpoons A(s)+2\,HX(g)}
$$

and choose $K(T_1)=0.01$. The symbols A and X stand for no particular elements.

Start with one mole of each reactant at a total pressure of 1 bar, and let $x$ be the fraction of AX$_2$ converted to solid. The gas then contains $1-x$ moles of AX$_2$, $1-x$ moles of H$_2$ and $2x$ moles of HX, two moles in all. The partial pressures in bar are $(1-x)/2$, $(1-x)/2$ and $x$, so

$$
K=\frac{x^2}{[(1-x)/2]^2}=\frac{4x^2}{(1-x)^2}.
$$

Both $x$ and $1-x$ are positive, so the positive root applies: $\sqrt K\,(1-x)=2x$. Collecting the terms in $x$ gives

$$
x=\frac{\sqrt K}{2+\sqrt K}.
$$

For $K=0.01$ this is $0.1/2.1=0.0476$. At 1100 K, where $K=0.1$, it is 0.1365. The converted fraction grows by a factor of about 2.9, not ten. For small $K$ the formula reduces to $x\approx\sqrt K/2$, which would give a factor of $\sqrt{10}$, about 3.2. The growing denominator lowers this somewhat, and for very large $K$ the fraction approaches 1 and can grow no further.

These compositions can be checked by minimizing the Gibbs energy directly. The relation between $K$ and $\Delta G^\circ$ is then needed only once, at $T_1$, to find the reaction entropy that belongs to the chosen $K(T_1)$. Apart from a constant, the total Gibbs energy of the mixture is

$$
\frac{G(x)}{RT}=\frac{x(\Delta H-T\Delta S)}{RT}+\sum_{\rm gases}n_i\ln\frac{p_i}{p^\circ},
$$

with $n_i$ in moles and $G$ referred to one mole of each starting reactant. The reaction entropy follows from the chosen $K(T_1)$. Since $\ln K=-\Delta H/(RT)+\Delta S/R$,

$$
\Delta S=R\ln K(T_1)+\frac{\Delta H}{T_1}
=(-38.29+210.59)\ \mathrm{\frac{J}{mol\,K}}
=172.30\ \mathrm{\frac{J}{mol\,K}}.
$$

This number follows from the chosen $K(T_1)$ together with $\Delta H$. It is much larger than is usual for a reaction that leaves the number of gas molecules unchanged. With the same $\Delta H$ and a reaction entropy of zero, $K(T_1)$ would be about $10^{-11}$ and hardly any solid would form. The model therefore shows how the composition follows $K$, not how much solid a real reaction of this type would deposit. Minimizing $G(x)$ numerically gives $x=0.04762$ at 1000 K and $x=0.13653$ at 1100 K. The constants formed from these compositions are 0.0100 and 0.1000. The first reproduces the choice made for $K(T_1)$; the second is a test of the enthalpy, because nothing at 1100 K was adjusted. The minimum at 1050 K likewise confirms the factor 3.34 for the lower half of the interval.

At both temperatures $K<1$, so $\Delta G^\circ$ is positive, and yet some solid forms. $\Delta G^\circ$ compares complete conversion with none, every gas being at standard pressure. In the actual mixture the first traces of HX have a very low partial pressure and hence a very low chemical potential, so the reaction starts forward and stops where the Gibbs energy is lowest.

If the enthalpy had the opposite sign, with the same $K(T_1)$, heating would reduce $K$ tenfold. The minimization then gives $K=0.0010$ and $x=0.0156$ at 1100 K, less solid than at 1000 K. For a single reaction at fixed total pressure and fixed feed, the sign of $\Delta H$ thus decides whether, at equilibrium, a hotter surface favours the deposit or the gas. The rule can fail outside these conditions. In a closed vessel of fixed volume, a reaction that increases the number of gas molecules and has a small positive $\Delta H$ can deposit less on heating, because the pressure rises. In real systems a competing reaction can reverse the trend: when silicon is deposited from SiCl$_4$ and H$_2$, the deposition is endothermic, but the etching reaction $\mathrm{SiCl_4+Si\rightleftharpoons 2\,SiCl_2}$ is more endothermic still, so the equilibrium yield passes through a maximum and then falls as the temperature rises.

The example also shows which quantity must be put into the van 't Hoff equation. Had the ratio of converted fractions, $0.13653/0.04762$, been used in place of the ratio of equilibrium constants, the result would have been

$$
R\times11000\ \mathrm{K}\times\ln\frac{0.13653}{0.04762}\approx96\ \mathrm{kJ/mol},
$$

less than half the true enthalpy. The main reason is the square root in $x\approx\sqrt K/2$, which halves the logarithm. A growth rate is further removed still: it can be limited by surface reactions or by transport through the gas, and its temperature dependence need not reflect $\Delta H$ at all.

## How firm is the number?

Suppose the true ratio is 11 instead of 10, that is, 10% larger. The enthalpy then rises by

$$
R\times11000\ \mathrm{K}\times\ln1.1=8.72\ \mathrm{kJ/mol},
$$

about 4% of its value. The ratio enters through its logarithm, so the relative change is $\ln1.1/\ln10$, about 0.04. It is small because the rise itself is large: if the ratio were only 2, the same 10% would shift the enthalpy by about 14%.

Errors in temperature matter through the difference of the inverse temperatures. With the ratio and $T_1$ held fixed, $\Delta H$ is proportional to $(1/T_1-1/T_2)^{-1}$. A small error $\delta T_2$ changes the bracket by $\delta T_2/T_2^2$, so to first order

$$
\frac{\delta(\Delta H)}{\Delta H}
=-\frac{\delta T_2/T_2^2}{(T_2-T_1)/(T_1T_2)}
=-\frac{T_1}{T_2}\,\frac{\delta T_2}{T_2-T_1}.
$$

Each kelvin of error in $T_2$ shifts the enthalpy by about 0.9%. A narrower interval would make the assumption of constant $\Delta H$ safer, but the result more sensitive to such errors.

## If the enthalpy is not constant

The reaction enthalpy changes with temperature when products and reactants differ in heat capacity: $d\Delta H/dT=\Delta C_p$. The two-point formula then still returns a number, and its meaning can be found. Substitute $u=1/T$, $du=-dT/T^2$, in the integral of the van 't Hoff equation. The minus sign is absorbed by exchanging the limits:

$$
R\ln\frac{K(T_2)}{K(T_1)}=\int_{T_1}^{T_2}\frac{\Delta H}{T^2}\,dT
=\int_{1/T_2}^{1/T_1}\Delta H\,du .
$$

The two-point formula divides this by the length of the interval in $u$, which is $1/T_1-1/T_2$. It therefore yields the average of $\Delta H$ taken uniformly in $1/T$.

For constant $\Delta C_p$ the enthalpy is linear in $T$, so its average is its value at the average temperature, with the same weighting:

$$
T^*=\frac{1}{1/T_1-1/T_2}\int_{1/T_2}^{1/T_1}\frac{du}{u}
=\frac{\ln(T_2/T_1)}{1/T_1-1/T_2}=1048.41\ \mathrm{K}.
$$

This lies slightly below the midpoint, because uniform weight in $1/T$ means weight $1/T^2$ in $T$, which favours the cooler part.

As a numerical case, let $\Delta H$ be 210.59 kJ/mol at 1000 K and choose $\Delta C_p=-20$ J/(mol K). The enthalpy falls to 208.59 kJ/mol at 1100 K. The two-point formula, applied to the equilibrium constants of this model, gives 209.62 kJ/mol. This agrees with the enthalpy at $T^*$, which is $210.59-0.020\times48.41=209.62$ kJ/mol. In this model $K$ rises slightly less than tenfold.

For the problem as posed, the rise is given as tenfold. If $\Delta C_p$ were constant but not zero, 210.59 kJ/mol would therefore still be the reaction enthalpy at about 1048 K, though not throughout the interval. If the deposited solid melted between the two temperatures, $\Delta H$ would jump there, and the result would be an average over two different reactions.

The values used here, with the minimized compositions, are listed in the numerical output below.

## Computed results

```
Lower temperature T1: 1000 K
Upper temperature T2: 1100 K
Given ratio K(T2)/K(T1): 10 (no unit)
Gas constant R: 8.314463 J/(mol K)
ln(ratio): 2.302585 (no unit)
1/T1 - 1/T2: 9.09091e-05 1/K
T1*T2/(T2-T1): 11000.0 K
Reaction enthalpy dH: 210.59 kJ/mol
dH per reaction event: 2.1826 eV
Wrong shortcut with T1 squared: 191.45 kJ/mol
Wrong shortcut with T2 squared: 231.65 kJ/mol
Shift of dH if ratio is 10% larger: 8.72 kJ/mol
Model reaction AX2 + H2 -> A(s) + 2 HX, 1 bar:
Chosen K at T1: 0.0100 (no unit)
Reaction entropy dS: 172.30 J/(mol K)
Minimized Gibbs energy at 1000 K: x = 0.04762, K = 0.01000 (no unit)
Minimized Gibbs energy at 1050 K: x = 0.08373, K = 0.03340 (no unit)
Minimized Gibbs energy at 1100 K: x = 0.13653, K = 0.10000 (no unit)
K ratio from minimization, T2 to T1: 10.0000 (no unit)
K factor, lower 50 K half: 3.3405 (no unit)
K factor, upper 50 K half: 2.9936 (no unit)
Reversed enthalpy at T2: x = 0.01557, K = 0.00100 (no unit)
Model with varying enthalpy, equal to dH at T1:
Chosen dCp: -20.0 J/(mol K)
Enthalpy at T2: 208.59 kJ/mol
Two-point enthalpy: 209.62 kJ/mol
Temperature T* where it is the true one: 1048.41 K
```
